# Chebyshev Monte Carlo for double exchange: cost and truncation error

## Three spins on a triangle

Take three classical unit spins \(\mathbf S_i\) on a triangle and electrons whose spin is forced parallel to the local \(\mathbf S_i\). The aligned state is a normalized spinor \(\chi_i\) with projector \(P_i=\chi_i\chi_i^\dagger=(1+\mathbf S_i\cdot\boldsymbol\sigma)/2\), and the hopping amplitude is the overlap,
\[ H_{ij}=-t\,\chi_i^\dagger\chi_j \quad\text{on bonds},\qquad H_{ii}=0 . \]
This is the double-exchange model. Energies are in units of \(t\), and \(k_B=1\). The spins are static, so for each configuration the electrons are free, and their grand partition function is \(\prod_\nu(1+e^{-(\varepsilon_\nu-\mu)/T})\) over the eigenvalues of \(H\). The spins therefore have weight \(e^{-S}\) with
\[ S=\sum_\nu F(\varepsilon_\nu),\qquad F(\varepsilon)=-\ln\!\big(1+e^{-(\varepsilon-\mu)/T}\big). \]
Since \(|\chi_i^\dagger\chi_j|\le1\), Gershgorin's theorem gives \(|\varepsilon_\nu|\le zt\) for coordination \(z\). With \(a=zt\), the matrix \(X=H/a\) has its spectrum in \([-1,1]\), where \(F(ax)=\sum_m c_mT_m(x)\) and \(T_m(\cos\theta)=\cos m\theta\). Then
\[ S=\sum_{m\ge0}c_m\mu_m,\qquad \mu_m=\operatorname{Tr}T_m(X),\qquad S_M=\sum_{m\le M}c_m\mu_m . \]

On the triangle \(a=2t\). Let \(\Sigma\) be the sum of \(\mathbf S_i\cdot\mathbf S_j\) over the three bonds. The Pauli traces give \(|\chi_i^\dagger\chi_j|^2=\operatorname{Tr}P_iP_j=(1+\mathbf S_i\cdot\mathbf S_j)/2\) and \(\operatorname{Tr}P_1P_2P_3=[1+\Sigma+i\,\mathbf S_1\cdot(\mathbf S_2\times\mathbf S_3)]/4\). Each bond appears twice in \(\operatorname{Tr}X^2\), so \(\operatorname{Tr}X^2=2\cdot\frac14\cdot\frac{3+\Sigma}{2}\). The loop appears six times in \(\operatorname{Tr}X^3\), three times per orientation, so the imaginary part cancels and \(\operatorname{Tr}X^3=-\frac68\cdot\frac{1+\Sigma}{4}\). With \(T_2=2x^2-1\), \(T_3=4x^3-3x\) and \(\operatorname{Tr}X=0\),
\[ \mu_1=0,\qquad \mu_2=\tfrac12\Sigma-\tfrac32,\qquad \mu_3=-\tfrac34(1+\Sigma). \]
The moments come from closed walks and need no eigenvalues. Moreover \(S_2=\text{const}+\frac12c_2\Sigma\) is a classical Heisenberg model: truncation replaces the model by another well-defined one. At \(T=0.15t\), \(\mu=-0.5t\), quadrature over the spin angles gives a bond average \(\langle\mathbf S_i\cdot\mathbf S_j\rangle=0.542\) for \(S\) and \(0.476\) for \(S_2\). A Metropolis chain run with \(S_2\) gives \(0.4762\pm0.0044\): it reproduces the truncated model and misses the true value by fifteen standard errors. Truncation is a bias, and a longer run does not remove it.

The projected hopping is the \(J\to\infty\) limit of \(-t\sum c^\dagger c-J\sum\mathbf S_i\cdot\boldsymbol\sigma\). Aligned states lie at \(-J\) and antialigned ones at \(+J\); the hopping within the aligned subspace is \(H_{ij}\), and its coupling across the gap \(2J\) shifts levels at order \(t^2/J\). On a random \(4\times4\) configuration the largest level error is \(0.00784t\) at \(J=200t\) and \(0.00391t\) at \(J=400t\).

## What goes wrong on a lattice

A Metropolis step changes one spin and needs \(\Delta S\). Diagonalizing the new \(N\times N\) matrix costs \(O(N^3)\) per update and \(O(N^4)\) per sweep, although one row and one column have changed.

The direct Chebyshev remedy computes each \(\mu_m\) by running \(T_{m+1}=2XT_m-T_{m-1}\) on all \(N\) basis vectors. A sparse product costs \(zN\), so an update costs \(O(zMN^2)\). The evident error estimate also grows with size: \(|\mu_m|\le N\) gives \(|S-S_M|\le N\sum_{m>M}|c_m|\), which suggests that \(M\) must grow with \(N\). Both faults have one source: two extensive quantities are computed and subtracted. A better scheme computes \(\Delta\mu_m\) directly and bounds its tail directly.

## Decay of the coefficients

With \(y=(\varepsilon-\mu)/T\), write \(1+e^{-y}=e^{-y/2}\,2\cosh(y/2)\), so \(F=y/2-\ln2\cosh(y/2)\). The product formula \(\cosh(y/2)=\prod_{n\ge0}[1+y^2/((2n+1)\pi)^2]\), with \(y=(a/T)(x-\mu/a)\), has factors
\[ \frac{(z_n-x)(z_n^*-x)}{(\operatorname{Im}z_n)^2},\qquad z_n=\frac{\mu+i(2n+1)\pi T}{a}. \]
Parametrize \(z=(w+1/w)/2\) with \(|w|>1\) and \(u=1/w\), that is \(w=z+\sqrt{z^2-1}\) on the branch outside the unit circle. For \(x=\cos\theta\),
\[ z-x=\frac{1-2xu+u^2}{2u}=\frac w2(1-ue^{i\theta})(1-ue^{-i\theta}), \]
and the series \(\ln(1-s)=-\sum s^m/m\), applied to both brackets, gives
\[ \ln(z-x)=\ln\frac w2-\sum_{m\ge1}\frac2m\,u^mT_m(x). \tag{1} \]
In \(F\) these logarithms enter with a minus sign and in conjugate pairs, and \(y/2\) contributes \((a/2T)T_1\). For \(m\ge1\),
\[ c_m=\frac{a}{2T}\delta_{m1}+\frac4m\operatorname{Re}\sum_{n\ge0}w_n^{-m},\qquad |c_m|\le\frac4m\sum_n\rho_n^{-m}\ \ (m\ge2), \tag{2} \]
with \(\rho_n=|w_n|\). The lowest Matsubara frequency has the smallest \(\rho_n\) and fixes the rate at large \(m\). Set \(\mu/a=\cos\theta_0\) and \(z_0=\cos(\theta_0-i\delta)\), so that \(w_0=e^{i\theta_0}e^{\delta}\) to first order in \(\delta\), where \(z_0\approx\cos\theta_0+i\delta\sin\theta_0\). Matching imaginary parts,
\[ \ln\rho_0\approx\frac{\pi T}{a\sin\theta_0}=\frac{\pi T}{\sqrt{a^2-\mu^2}} , \tag{3} \]
valid to leading order in \(T\) for \(\mu\) inside the interval and away from \(\pm a\). The angle \(\delta\) is the thermal width of the Fermi edge in the variable \(\theta\), and \(\cos m\theta\) resolves it when \(m\delta\gtrsim1\).

## The error of one update does not grow with N

Changing \(\chi_i\to\chi_i'\) changes column \(i\) by the vector \(v_j=-(t/a)\chi_j^\dagger(\chi_i'-\chi_i)\) on the neighbours \(j\), and row \(i\) by its conjugate:
\[ \Delta X=|i\rangle\langle v|+|v\rangle\langle i|,\qquad\langle i|v\rangle=0 . \]
On \(p_\pm=(|i\rangle\pm|v\rangle/|v|)/\sqrt2\) it has eigenvalues \(\pm|v|\), so \(X'=X+|v|\,p_+p_+^\dagger-|v|\,p_-p_-^\dagger\).

Consider \(Y=X+|v|\,p_+p_+^\dagger\), with eigenvalues in ascending order. By the min-max principle \(y_k\) is the minimum over \(k\)-dimensional subspaces of the largest Rayleigh quotient. Every quotient rises or stays, so \(y_k\ge x_k\). The span of the lowest \(k+1\) eigenvectors of \(X\) contains a \(k\)-dimensional subspace orthogonal to \(p_+\); there the quotients of \(Y\) and \(X\) coincide and are at most \(x_{k+1}\), so \(y_k\le x_{k+1}\). For the counting function \(n(x)\), the number of eigenvalues \(\le x\), this reads \(n_X-1\le n_Y\le n_X\). Since \(Y=X'+|v|\,p_-p_-^\dagger\), the same argument gives \(n_{X'}-1\le n_Y\le n_{X'}\). Hence \(\xi=n_X-n_{X'}\) lies in \(\{-1,0,1\}\).

For smooth \(g\), \(g(x_k)=g(1)-\int_{x_k}^1g'\,dx\); summing over \(k\) gives \(\operatorname{Tr}g(X)=Ng(1)-\int_{-1}^1g'n_X\,dx\). Subtracting the same expression for \(X'\),
\[ \Delta\operatorname{Tr}g=\int_{-1}^1g'\xi\,dx,\qquad |\Delta\mu_m|\le\int_{-1}^1|T_m'|\,dx=\int_0^\pi m|\sin m\theta|\,d\theta=2m . \]
Combining with (2), the factors of \(m\) cancel and the geometric series sums:
\[ |\Delta S_M-\Delta S|\le\sum_{m>M}2m|c_m|\le B(M)=8\sum_{n\ge0}\frac{\rho_n^{-(M+1)}}{1-1/\rho_n}. \tag{4} \]
No \(N\) appears. Keeping \(n=0\) and \(1-1/\rho_0\approx\ln\rho_0\), which both slightly underestimate \(B\), the bound reaches a tolerance \(\eta\) on \(\Delta S\) at \(M+1\approx\ln[8/(\eta\ln\rho_0)]/\ln\rho_0\), which grows as \(1/T\) times a logarithm.

## Computing the moment changes directly

Let \(G=(z-X)^{-1}\). Then \(z-X'=(z-X)(1-G\Delta X)\), and \(d=\det(1-G\Delta X)\) is the ratio of the two determinants. Summing (1) over the eigenvalues of \(X'\) and of \(X\), the terms \(N\ln(w/2)\) cancel:
\[ \ln d(u)=-\sum_{m\ge1}\frac2m\Delta\mu_m\,u^m. \tag{5} \]
Write \(\Delta X=AB^\dagger\) with \(N\times2\) matrices \(A=(|i\rangle,|v\rangle)\) and \(B=(|v\rangle,|i\rangle)\). Sylvester's identity \(\det(1-GAB^\dagger)=\det(1-B^\dagger GA)\) reduces \(d\) to a \(2\times2\) determinant with rows \((1-G_{vi},\,-G_{vv})\) and \((-G_{ii},\,1-G_{iv})\):
\[ d=(1-G_{vi})(1-G_{iv})-G_{ii}G_{vv},\qquad G_{ab}=\langle a|G|b\rangle . \]
From \(z-x=(1-2xu+u^2)/2u\), \(G=2u\sum_{m\ge0}U_m(X)u^m\), where \(U_m\) is defined by \(1/(1-2xu+u^2)=\sum U_mu^m\). Multiplying out the denominator gives \(U_{m+1}=2XU_m-U_{m-1}\) with \(U_{-1}=0\), \(U_0=1\). Define \(g^{ab}_m=2\langle a|U_{m-1}|b\rangle\), the coefficient of \(u^m\) in \(G_{ab}\). Because \(U_m(X)\) is Hermitian, \(g^{ii}\) and \(g^{vv}\) are real and \(g^{vi}=\overline{g^{iv}}\). Collecting powers of \(u\), \(d_0=1\) and
\[ d_m=-2\operatorname{Re}g^{iv}_m+\sum_{k=1}^{m-1}\Big(g^{iv}_k\,\overline{g^{iv}_{m-k}}-g^{ii}_k\,g^{vv}_{m-k}\Big), \tag{6} \]
which is real since \(k\leftrightarrow m-k\) conjugates the first product. For the logarithm let \(u\,\partial_u\ln d=\sum q_mu^m\); by (5), \(q_m=-2\Delta\mu_m\). The identity \(u\,\partial_ud=d\cdot u\,\partial_u\ln d\) reads \(md_m=\sum_{k=1}^mq_kd_{m-k}\); isolating \(k=m\),
\[ q_m=md_m-\sum_{k=1}^{m-1}q_kd_{m-k},\qquad\Delta\mu_m=-\tfrac12q_m . \tag{7} \]
Order \(m\) involves \(g_k\) with \(k\le m\) alone, so (6) and (7) give \(\Delta\mu_1,\dots,\Delta\mu_M\) without approximation from two vector recursions, started on \(|i\rangle\) and \(|v\rangle\), and \(O(M^2)\) scalar work.

The recursions need not cover the lattice. \(\operatorname{Tr}X^k\) is a sum over closed \(k\)-step walks of products of matrix elements. Walks that avoid \(i\) are unchanged and cancel in the difference; walks through \(i\) must return, so they stay within graph distance \(\lfloor k/2\rfloor\). As \(T_m\) has degree \(m\), every \(\Delta\mu_m\) with \(m\le M\) is the same on the ball of radius \(R=\lfloor M/2\rfloor\) around \(i\) as on the whole lattice. For \(L=14\), \(M=12\), radius 6 reproduces \(\Delta\mu_{12}\) from eigenvalues to \(2\times10^{-14}\), while radius 5 errs by \(1.2\times10^{-2}\), so a smaller radius does not suffice there. On a bipartite lattice closed walks have even length and \(T_m\) has the parity of \(m\), so odd moments vanish.

One update is then:

1. Propose \(\chi_i'=(\chi_i+s\,\zeta)/|\chi_i+s\,\zeta|\), with \(\zeta\) four independent standard Gaussians forming a complex spinor and \(s\) the step size.
2. Build \(X\) on the ball and the vector \(v\).
3. Run \(M-1\) steps of the \(U\) recursion on \(|i\rangle\) and \(|v\rangle\), storing \(g^{ii},g^{iv},g^{vv}\).
4. Apply (6) and (7) and form \(\Delta S_M=\sum_{m=1}^Mc_m\Delta\mu_m\).
5. Accept with probability \(\min(1,e^{-\Delta S_M})\).

The spinor is a point on the unit sphere in \(\mathbb R^4\). The Gaussian is isotropic, so the proposal density depends on the angle between \(\chi_i\) and \(\chi_i'\) alone and is symmetric. The uniform measure on that sphere is invariant under SU(2), which rotates \(\mathbf S_i\), so it projects to the uniform measure on spin directions. The phase of \(\chi_i\) enters \(H\) through a diagonal unitary transformation and leaves the spectrum unchanged.

A ball in \(d\) dimensions holds \(O(M^d)\) sites, \(2R^2+2R+1\) on the square lattice, or fewer if it wraps around the cluster. The update costs \(O(zM\min(N,M^d)+M^2)\). A sweep is linear in \(N\) at fixed \(T\) once \(L>M\), with a prefactor \(M^{d+1}\propto T^{-(d+1)}\) up to logarithms. For \(L\le R\) on the square lattice the ball is the whole cluster and a sweep costs \(O(zMN^2+M^2N)\).

## What the chain samples

\(\Delta S_M\) is the difference of the state function \(S_M\), so with a symmetric proposal the chain obeys detailed balance with respect to \(p_M\propto e^{-S_M}\). Per step, \(\min(1,e^{-x})\) has slope of magnitude at most 1, so the acceptance probability differs from that of diagonalization by at most \(|\Delta S_M-\Delta S|\).

For averages let \(\delta S=S_M-S\) have oscillation (maximum minus minimum over configurations) \(\epsilon\). The ratio \(r=p_M/p\propto e^{-\delta S}\) lies in some interval \([\ell,h]\) with \(h=\ell e^{\epsilon}\), and \(\langle r\rangle=1\) under \(p\). With \(A_0\) the midpoint of the range of an observable \(A\),
\[ |\langle A\rangle_M-\langle A\rangle|=|\langle(r-1)(A-A_0)\rangle|\le\tfrac12\operatorname{osc}(A)\,\langle|r-1|\rangle . \]
The convex function \(|r-1|\) lies below its chord on \([\ell,h]\). The chord is linear, so its average is its value at \(r=1\), namely \(2(1-\ell)(h-1)/(h-\ell)\). Half of this equals \((e^\epsilon+1-\ell e^\epsilon-1/\ell)/(e^\epsilon-1)\), which is largest at \(\ell=e^{-\epsilon/2}\), where the numerator is \((e^{\epsilon/2}-1)^2\). Dividing by \(e^\epsilon-1=(e^{\epsilon/2}-1)(e^{\epsilon/2}+1)\),
\[ |\langle A\rangle_M-\langle A\rangle|\le\operatorname{osc}(A)\tanh(\epsilon/4). \tag{8} \]
For the value of the bias interpolate, \(p_\lambda\propto e^{-S-\lambda\delta S}\). Differentiating the normalized average gives \(\partial_\lambda\langle O\rangle=-\operatorname{cov}(O,\delta S)\) for any \(O\). Applying this to \(\operatorname{cov}(A,\delta S)=\langle A\,\delta S\rangle-\langle A\rangle\langle\delta S\rangle\), with bars for averages,
\[ \partial_\lambda^2\langle A\rangle=\langle A\,\delta S^2\rangle-2\langle A\,\delta S\rangle\overline{\delta S}+\bar A\,\overline{\delta S}^2-\bar A\operatorname{var}\delta S=\big\langle(A-\bar A)(\delta S-\overline{\delta S})^2\big\rangle . \]
Its magnitude is at most \(\operatorname{osc}(A)\operatorname{var}\delta S\le\operatorname{osc}(A)\epsilon^2/4\), since the variance does not exceed the mean square distance from the midpoint. Taylor's theorem at \(\lambda=1\) adds a factor \(\frac12\):
\[ \big|\langle A\rangle_M-\langle A\rangle+\operatorname{cov}(A,\delta S)\big|\le\operatorname{osc}(A)\,\epsilon^2/8. \tag{9} \]
On the triangle the bond average ranges over \([-\frac12,1]\). At \(M=12\) the range of \(\delta S\) over the quadrature points is \(0.0789\), which cannot exceed \(\epsilon\) and agrees with it to these digits, since the spectrum depends on the spins only through \(\Sigma\) and the grid samples \(\Sigma\) densely; with it the right side of (8) is \(1.5\tanh(0.0197)\approx0.03\). The bias itself is \(-6.35\times10^{-4}\), and \(-\operatorname{cov}=-6.26\times10^{-4}\) differs from it by \(1.4\%\) of the bias.

Since \(|\mu_m|\le N\), \(\epsilon\le2N\sum_{m>M}|c_m|\), which by (4) is at most \(NB(M)/(M+1)\). This bound is proportional to \(N\), and on the square lattice \(\epsilon\) itself grows in proportion to \(N\): two sublattices canted by an angle \(\alpha\) scale the ferromagnetic band by \(\cos(\alpha/2)\), and their \(\delta S\) per site tends to a limit that depends on \(\alpha\). So (8) weakens with size. To first order the bias of a local observable is \(-\sum_j\operatorname{cov}(A,\delta s_j)\), with \(\delta s_j=-\sum_{m>M}c_m\langle j|T_m(X)|j\rangle\), so that \(\delta S=\sum_j\delta s_j\). It stays finite as \(N\to\infty\) if these covariances are summable in distance. That condition is assumed here, not shown, and it is doubtful near a critical point.

## Worked example on the square lattice

The round model parameters are \(T=0.15t\), \(\mu=-t\), \(a=4t\), periodic boundaries and step \(s=0.5\); for \(t=0.2\) eV, \(T=30\) meV \(=348\) K. The numerical check that follows the text supplies the values, apart from tail sums of \(|c_m|\), which follow from (2).

The nearest singularity is \(z_0=-0.25+0.15\pi i/4=-0.2500+0.1178i\), with \(\rho_0=1.12898\) and \(\ln\rho_0=0.12132\); the form (3) gives \(0.15\pi/\sqrt{15}=0.12167\), high by \(0.3\%\). At \(m=40\) the \(n=0\) envelope in (2) is \(0.1\,e^{-40\times0.12132}=7.8\times10^{-4}\), above \(|c_{40}|=6.4\times10^{-4}\). The negative \(c_2=-5.10\) multiplies \(\mu_2\), which rises with \(\mathbf S_i\cdot\mathbf S_j\): the lowest term is a ferromagnetic exchange. The \(n=0\) term of (4) is
\[ B(40)\approx\frac{8\,e^{-41\times0.12132}}{1-1/1.12898}=\frac{8\times6.91\times10^{-3}}{0.1142}=0.484 , \]
equal to the full sum at this precision. For \(\eta=0.01\), \(M+1\ge\ln(8/0.001142)/0.12132=73.0\), so \(M=72\).

For 1024 proposals from thermal \(4\times4\) configurations, (6) and (7) match eigenvalue moments to \(2.2\times10^{-12}\) up to \(m=160\), so rounding in the series logarithm is harmless in these cases. The absolute errors in \(\Delta S\), whose rms size is \(1.29\), are:

| \(M\) | rms | max | \(B(M)\) |
|---|---|---|---|
| 10 | 0.187 | 0.795 | 19.0 |
| 20 | 0.0309 | 0.121 | 5.50 |
| 40 | \(1.39\times10^{-3}\) | \(8.38\times10^{-3}\) | 0.484 |
| 80 | \(1.10\times10^{-5}\) | \(3.84\times10^{-5}\) | \(3.78\times10^{-3}\) |

From \(M=40\) to 80 the rms error falls by 126, close to \(e^{40\times0.12132}=128\), but this closeness is accidental: from 10 to 20 and from 20 to 40 it falls by 6.1 and 22, against 3.4 and 11. By (2), \(c_m\) oscillates with the phase of \(w_0^{-m}\) and carries a power of \(m\), so a ratio at two orders does not test the rate. A fit of \(\ln(\sqrt M\times\text{rms})\) over even \(M\) from 30 to 120 gives the rate \(0.1195\), against \(\ln\rho_0=0.1213\); the factor \(\sqrt M\) removes the midpoint between \(1/M\), for \(\Delta\mu_m\) of constant size, and \(M^0\), for \(\Delta\mu_m\propto m\). Changing that power by \(\pm\frac12\) moves the fitted rate by about \(\mp0.007\), so the fit confirms the rate to about \(6\%\). Within that margin the bound has the right rate, and its prefactor is loose: at \(M=40\) it exceeds the largest error by \(0.484/0.00838=58\). The middle sum in (4), \(\sum_{m>40}2m|c_m|\), is \(0.308\), and \(0.120\) over even \(m\) alone, since odd moments vanish on this lattice. The remaining factor \(0.120/0.00838=14\) comes mainly from \(|\Delta\mu_m|\) lying far below \(2m\); the largest ratio found over all \(m\le160\) is \(0.246\). The sampled errors stay below \(0.01\) from \(M=40\) on, against the 72 that (4) guarantees for any \(N\). On 16 sites the cruder \(|\Delta\mu_m|\le2N\) is the stronger bound for \(m>16\). With the exact \(|c_m|\) it guarantees \(M=57\), against 69 from the middle sum in (4); with the envelope in (2) it guarantees 61, against 72. Evaluating the same proposals at \(T=0.075t\) gives the rate \(0.0607\) against \(\ln\rho_0=0.0608\), with a spread of about \(0.005\) from the choice of power, and orders 78 (sampled) and 156 (from (4)): halving \(T\) roughly doubles \(M\). At \(T=0.15t\), \(M=40\), the rms error in the free-energy change is \(1.39\times10^{-3}\times30\ \text{meV}\approx0.04\) meV and the mean acceptance error is \(2.9\times10^{-4}\).

For random spins, with errors pooled over \(M=8,10,12,14\), going from \(N=64\) to \(256\) raises the error of \(S\) (averaged over configurations, then taken as the rms over the four orders) from \(0.379\) to \(1.316\), a factor 3.5 against 4 for strict extensivity. The rms error of an update is \(0.073\) and \(0.063\). With 64 and 20 configurations the sampling noise is too large to resolve either the shortfall from 4 or the difference between the two update errors; the samples show that the first error grows roughly as \(N\) and the second does not grow.

On \(4\times4\), 64 chains with diagonalization (ordered start) and 64 with \(M=40\) (random start) each ran 20 sweeps of equilibration and 25 of measurement; the filling is \(0.298\) per site. With \(m=|\sum_i\mathbf S_i|/N\), the results are \(\langle\mathbf S_i\cdot\mathbf S_j\rangle=0.328\pm0.009\) and \(0.310\pm0.008\), \(\langle m^2\rangle=0.276\pm0.011\) and \(0.259\pm0.009\), acceptance \(0.626\pm0.006\) and \(0.639\pm0.005\). The differences are \(0.0172/0.0121=1.4\), \(0.0170/0.0138=1.2\) and \(0.0137/0.0083=1.7\) combined standard errors. The ordered start gives the more ordered values; these runs cannot tell a memory of the start from a fluctuation, and they limit the bias only at the level of \(0.01\) to \(0.02\). The values describe a 16-site cluster, not the thermodynamic limit.

Times per update at \(M=40\) depend on the machine. At \(L=4\) diagonalization wins, \(0.02\) ms against \(0.66\) ms. At \(L=12\) the two are comparable, \(1.8\) and \(1.2\) ms. At \(L=24\), where the ball still covers 551 of 576 sites, they are \(78\) and \(2.8\) ms, a factor 28. Diagonalization grows between \(N=144\) and 576 with exponent \(\ln(78.06/1.81)/\ln4=2.7\), somewhat below the asymptotic 3. At \(L=48\) and 96 the ball has saturated at \(2\cdot400+40+1=841\) sites and the time is about 4 ms for both.

## Where the scheme fails

As \(T\to0\) with \(|\mu|\le a\), the singularity \(z_0\) reaches the interval \([-1,1]\), \(\rho_0\to1\), and (4) guarantees nothing at fixed \(M\). If \(a\) is chosen below the spectral radius, an eigenvalue has \(|x|>1\), where \(|T_m|=\cosh(m\operatorname{arcosh}|x|)\) grows exponentially and \(|\Delta\mu_m|\le2m\) is lost. A move of \(k\) spins is a sequence of \(k\) single moves and has the bound \(kB(M)\). At finite \(J\) the update \(-J\,\Delta\mathbf S_i\cdot\boldsymbol\sigma\) again has eigenvalues of equal size and opposite sign, so (4) survives with \(a=J+zt\); for \(\mu=-J+\mu'\) with \(\mu'>-zt\) fixed and \(J\gg t\), \(\sqrt{a^2-\mu^2}\approx\sqrt{2J(zt+\mu')}\) in (3), and the guaranteed \(M\) grows as \(\sqrt J\) up to a logarithm. The form \(S=\operatorname{Tr}F(H)\) itself requires static spins, non-interacting electrons and fixed \(\mu\); at fixed particle number \(S\) is not a sum over single levels (for one electron \(S=-\ln\sum_\nu e^{-\varepsilon_\nu/T}\)) and is no longer linear in the \(\mu_m\).

## Numbers as computed

```
inputs: T = 0.15 t, mu = -1.0 t, a = 4.0 t, M = 40, step = 0.5, t = 0.2 eV
T = 30.0 meV = 348.1 K
projection error J=200t, 400t: 0.00784 t, 0.00391 t
z_0 = -0.2500 + 0.1178i, rho_0 = 1.12898
ln rho_0 = 0.12132, low-T form = 0.12167
c_2, c_4, c_10, c_40 = -5.10144e+00, 6.21263e-01, 1.04784e-01, -6.41390e-04
L=14, M=12: error of dmu_12 for radius 6, 5: 2.0e-14, 1.2e-02
triangle (a=2.0 t, mu=-0.5 t): exact <Si.Sj> = 0.54221
triangle M=2: quadrature 0.47562, Monte Carlo 0.4762 +- 0.0044
triangle M=12: bias -6.346e-04, -cov -6.257e-04, eps 7.885e-02, bound 2.953e-02
4x4: 64 chains, 20 + 25 sweeps
<Si.Sj>: diag 0.3276 +- 0.0092, Chebyshev 0.3104 +- 0.0079
<m^2>: diag 0.2760 +- 0.0106, Chebyshev 0.2590 +- 0.0088
acceptance: diag 0.6256 +- 0.0063, Chebyshev 0.6393 +- 0.0054
filling (diag): 0.2984 +- 0.0007 per site
1024 proposals: max moment deviation 2.2e-12, max |dmu_m|/2m = 0.246
T=0.15 t: fitted rate 0.1195, ln rho_0 0.1213, rms dS 1.286
  M for error < 0.01: bound 72, measured max 40
  M=10: rms 1.87e-01, max 7.95e-01, B(M) 1.90e+01
  M=20: rms 3.09e-02, max 1.21e-01, B(M) 5.50e+00
  M=40: rms 1.39e-03, max 8.38e-03, B(M) 4.84e-01
  M=80: rms 1.10e-05, max 3.84e-05, B(M) 3.78e-03
  M=40: mean acceptance error 2.87e-04, rms free-energy error 4.16e-02 meV
T=0.075 t: fitted rate 0.0607, ln rho_0 0.0608, rms dS 2.682
  M for error < 0.01: bound 156, measured max 78
N=64, M=8..14: error of S 0.379, error of update dS 0.0729
N=256, M=8..14: error of S 1.316, error of update dS 0.0629
L=4: ball 16 sites, Chebyshev 0.66 ms, diagonalization 0.02 ms
L=12: ball 144 sites, Chebyshev 1.21 ms, diagonalization 1.81 ms
L=24: ball 551 sites, Chebyshev 2.81 ms, diagonalization 78.06 ms
L=48: ball 841 sites, Chebyshev 4.21 ms
L=96: ball 841 sites, Chebyshev 3.84 ms
diagonalization exponent N=144->576: 2.72; speed-up at N=576: 28
```
